\section*{Mass-velocity and Darwin shifts of the hydrogen-like 1s level}

\section*{Problem}

One electron moves in the field of a fixed point charge $Z$, so that $V=-Z/r$. Hartree atomic units are used, in which the speed of light is $c=137.035999$. Energies $E$ are counted from the rest energy $c^2$. With $\Pi=\boldsymbol\sigma\cdot\mathbf p$ and $\mathbf p=-i\nabla$, the Dirac equation for the two-component functions $\varphi$ (large) and $\chi$ (small) is
\begin{align}
V\varphi+c\,\Pi\chi&=E\varphi, \label{up}\\
c\,\Pi\varphi+(V-2c^2)\chi&=E\chi. \label{low}
\end{align}

\begin{enumerate}
\item[(a)] Eliminate $\chi$ and find the Hamiltonian through order $c^{-2}$ that acts on a normalized two-component function.
\item[(b)] Evaluate each $c^{-2}$ term to first order in the nonrelativistic 1s state.
\item[(c)] Solve the Dirac equation for the 1s level, expand the energy in $1/c$, and compare with (b).
\item[(d)] Put in numbers for the one-electron titanium ion Ti$^{21+}$, $Z=22$. How good is the $c^{-2}$ result, and how does its quality change with $Z$?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item[(a)] Solve (\ref{low}) for $\chi$ and keep two terms in $1/c$. The norm of the Dirac function is that of $\varphi$ and $\chi$ together, so $\varphi$ alone is not normalized. Find a function $\psi$ that is.
\item[(b)] Write $\langle p^4\rangle$ as the squared norm of $p^2\psi_0$, and let the Schr\"odinger equation supply $p^2\psi_0$. For the term with $\nabla^2V$, recall Poisson's equation for a point charge.
\item[(c)] Try a spherical large component $r^{\gamma-1}e^{-\lambda r}$ and a small component with the same radial function times a constant. Match powers of $r$.
\item[(d)] The difference of two nearly equal numbers loses digits. Rewrite the exact energy so that $1-\gamma$ does not appear.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The Pauli Hamiltonian}

Equation (\ref{low}) gives $\chi=(2c^2+E-V)^{-1}c\,\Pi\varphi$. Where $|E-V|\ll 2c^2$,
\begin{equation}
\chi\approx\left[\frac{1}{2c}-\frac{E-V}{4c^3}\right]\Pi\varphi .
\end{equation}
Insert this in (\ref{up}) and use $\Pi^2=p^2$:
\begin{equation}
\left[\frac{p^2}{2}+V-\frac{E\,p^2}{4c^2}+\frac{\Pi V\Pi}{4c^2}\right]\varphi=E\varphi .
\label{elim}
\end{equation}
The energy appears on both sides, so this is not yet an ordinary eigenvalue equation. The norm shows what to change. To order $c^{-2}$,
\begin{equation}
\langle\varphi|\varphi\rangle+\langle\chi|\chi\rangle
=\Big\langle\varphi\Big|1+\frac{p^2}{4c^2}\Big|\varphi\Big\rangle
=\langle\psi|\psi\rangle,\qquad
\psi=\left(1+\frac{p^2}{8c^2}\right)\varphi .
\end{equation}
Put $\varphi=(1-p^2/8c^2)\psi$ in (\ref{elim}) and multiply from the left by $1-p^2/8c^2$, which keeps the operator Hermitian. Dropping higher orders,
\begin{equation}
\left[\frac{p^2}{2}+V-\frac{p^4}{8c^2}-\frac{p^2V+Vp^2}{8c^2}
-\frac{E\,p^2}{4c^2}+\frac{\Pi V\Pi}{4c^2}\right]\psi
=E\left(1-\frac{p^2}{4c^2}\right)\psi .
\end{equation}
The terms in $E\,p^2$ cancel. Since $[\Pi,[\Pi,V]]=p^2V-2\Pi V\Pi+Vp^2$, what remains is
\begin{equation}
H=\frac{p^2}{2}+V-\frac{p^4}{8c^2}-\frac{1}{8c^2}[\Pi,[\Pi,V]] .
\label{comm}
\end{equation}

To evaluate the double commutator, write $V_k=\partial_kV$ and $V_{jk}=\partial_j\partial_kV$, with repeated indices summed. The inner commutator is $[\Pi,V]=-i\sigma_kV_k$. With $p_jV_k=V_kp_j-iV_{jk}$,
\begin{align}
[\Pi,[\Pi,V]]
&=-i\left(\sigma_j\sigma_k\,p_jV_k-\sigma_k\sigma_j\,V_kp_j\right)\nonumber\\
&=-i\left([\sigma_j,\sigma_k]V_kp_j-i\sigma_j\sigma_kV_{jk}\right)\nonumber\\
&=-i\left(-2i\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)-i\nabla^2V\right)\nonumber\\
&=-2\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)-\nabla^2V .
\end{align}
The third line uses $[\sigma_j,\sigma_k]=2i\epsilon_{jkl}\sigma_l$ together with $\epsilon_{jkl}V_kp_j=-(\nabla V\times\mathbf p)_l$. In the other term $V_{jk}$ is symmetric, so only the part $\delta_{jk}$ of $\sigma_j\sigma_k$ survives. Hence
\begin{equation}
H=\frac{p^2}{2}+V
\underbrace{-\frac{p^4}{8c^2}}_{\text{mass-velocity}}
+\underbrace{\frac{\nabla^2V}{8c^2}}_{\text{Darwin}}
+\underbrace{\frac{\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)}{4c^2}}_{\text{spin-orbit}} .
\label{pauli}
\end{equation}

The mass-velocity term is the second term of the free kinetic energy, $\sqrt{c^4+c^2p^2}-c^2=p^2/2-p^4/8c^2+\dots$ The Darwin term has the form produced by averaging $V$ over small isotropic displacements $\boldsymbol\delta$: the average is $V+\langle\delta^2\rangle\nabla^2V/6$, which agrees if $\langle\delta^2\rangle=3/(4c^2)$. The corresponding length is of order $1/c$.

There is a weak point. For a point charge, $|V|$ reaches $2c^2$ at $r=Z/(2c^2)$, and inside that radius the expansion of $\chi$ has no justification. The derivation is therefore formal near the nucleus, and the comparison in (c) is a real question.

\subsection*{(b) First-order shifts}

The unperturbed function is $\psi_0=(Z^3/\pi)^{1/2}e^{-Zr}$ times a constant spinor $\eta$ of unit norm, with energy $E_0=-Z^2/2$. The averages needed are
\begin{align}
\Big\langle\frac1r\Big\rangle&=4Z^3\int_0^\infty r\,e^{-2Zr}\,dr=\frac{4Z^3}{(2Z)^2}=Z,\\
\Big\langle\frac1{r^2}\Big\rangle&=4Z^3\int_0^\infty e^{-2Zr}\,dr=\frac{4Z^3}{2Z}=2Z^2 .
\end{align}

\paragraph{Mass-velocity.} The Schr\"odinger equation gives
\begin{equation}
p^2\psi_0=2(E_0-V)\psi_0=\left(\frac{2Z}{r}-Z^2\right)\psi_0 ,
\label{p2}
\end{equation}
and therefore
\begin{align}
\langle p^4\rangle=\|p^2\psi_0\|^2
&=4Z^2\Big\langle\frac1{r^2}\Big\rangle-4Z^3\Big\langle\frac1r\Big\rangle+Z^4\nonumber\\
&=8Z^4-4Z^4+Z^4=5Z^4 .
\end{align}
The shift is
\begin{equation}
\Delta E_{\rm mv}=-\frac{\langle p^4\rangle}{8c^2}=-\frac{5Z^4}{8c^2}.
\end{equation}

Applying $\nabla^2$ twice to $\psi_0$ needs more care. For $r>0$, $\nabla^2(\psi_0/r)=Z^2\psi_0/r$, so
\begin{equation}
\nabla^2\nabla^2\psi_0=Z^2\left(Z^2-\frac{2Z}{r}\right)\psi_0-\frac{2Z^3}{r}\psi_0
=\left(Z^4-\frac{4Z^3}{r}\right)\psi_0\qquad(r>0).
\end{equation}
Its average is $Z^4-4Z^4=-3Z^4$, which is impossible for the squared norm of a function. The missing piece sits at the origin. There $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, so the term $-2Z\psi_0/r$ of $\nabla^2\psi_0$ adds $8\pi Z\,\psi_0(0)\,\delta(\mathbf r)$. This contributes $8\pi Z\,|\psi_0(0)|^2=8Z^4$ and restores $5Z^4$.

\paragraph{Darwin.} Here $\nabla^2V=-Z\nabla^2(1/r)=4\pi Z\,\delta(\mathbf r)$ and $|\psi_0(0)|^2=Z^3/\pi$, so
\begin{equation}
\Delta E_{\rm D}=\frac{4\pi Z}{8c^2}\,\frac{Z^3}{\pi}=\frac{Z^4}{2c^2}.
\end{equation}

\paragraph{Spin-orbit.} With $\nabla V=Z\mathbf r/r^3$, the operator contains $\nabla V\times\mathbf p=Z\mathbf L/r^3$, where $\mathbf L=\mathbf r\times\mathbf p$. A spherical function has $\mathbf L\psi_0=0$, so this shift vanishes.

The two remaining operators do not act on spin, so both spin states move together:
\begin{equation}
\Delta E_{\rm mv}+\Delta E_{\rm D}=-\frac{5Z^4}{8c^2}+\frac{4Z^4}{8c^2}=-\frac{Z^4}{8c^2}.
\label{sum}
\end{equation}
Four fifths of the mass-velocity lowering is cancelled by the Darwin term. Leaving out the Darwin term would make the $c^{-2}$ shift five times as large.

\subsection*{(c) The Dirac energy}

Take $\varphi=g(r)\,\eta$ and $\chi=i f(r)\,(\boldsymbol\sigma\cdot\hat{\mathbf r})\,\eta$. Then
\begin{align}
\Pi\varphi&=-i g'\,(\boldsymbol\sigma\cdot\hat{\mathbf r})\,\eta,\\
\Pi\chi&=\sigma_j\sigma_k\,\partial_j(\hat r_kf)\,\eta
=\left[\nabla\cdot(\hat{\mathbf r}f)+i\boldsymbol\sigma\cdot\nabla\times(\hat{\mathbf r}f)\right]\eta
=\left(f'+\frac{2f}{r}\right)\eta ,
\end{align}
because a radial field has no curl. Equations (\ref{up}) and (\ref{low}) become
\begin{equation}
f'+\frac{2f}{r}=\frac{E-V}{c}\,g,\qquad
g'=-\left(2c+\frac{E-V}{c}\right)f .
\end{equation}
Insert $g=r^{\gamma-1}e^{-\lambda r}$ and $f=ag$, and divide by $g$:
\begin{align}
a\left(\frac{\gamma+1}{r}-\lambda\right)&=\frac Ec+\frac{Z}{cr},\\
\frac{\gamma-1}{r}-\lambda&=-a\left(2c+\frac Ec\right)-\frac{aZ}{cr}.
\end{align}
The $1/r$ terms and the constant terms must match separately:
\begin{align}
a(1+\gamma)&=\frac Zc, & 1-\gamma&=\frac{aZ}{c}, \label{m1}\\
E&=-ca\lambda, & \lambda&=a\left(2c+\frac Ec\right). \label{m2}
\end{align}
The first relation in (\ref{m1}) gives $1+\gamma=Z/(ca)$. Multiplying this by the second relation gives $1-\gamma^2=Z^2/c^2$. For $Z/c<\sqrt3/2$ the negative root has $\gamma<-1/2$, and then $\int g^2r^2dr$ diverges at the origin. Hence, in this range,
\begin{equation}
\gamma=\sqrt{1-Z^2/c^2}.
\end{equation}

Next, (\ref{m1}) gives $a^2=(1-\gamma^2)/(1+\gamma)^2=(1-\gamma)/(1+\gamma)$, so $1+a^2=2/(1+\gamma)$. Eliminating $E$ from (\ref{m2}) gives $\lambda(1+a^2)=2ac$, and so $\lambda=ac(1+\gamma)=Z$. The energy is
\begin{equation}
E=-caZ=-c^2(1-\gamma)=c^2(\gamma-1).
\label{dirac}
\end{equation}
As $c\to\infty$, $\gamma\to1$ and $g\to e^{-Zr}$, so this is the 1s level.

Put $x=Z^2/c^2$. The binomial series, valid for $x<1$, is
\begin{equation}
\sqrt{1-x}=1-\frac x2-\frac{x^2}{8}-\frac{x^3}{16}-\frac{5x^4}{128}-\dots
\end{equation}
and multiplication by $c^2$ gives
\begin{equation}
E=-\frac{Z^2}{2}-\frac{Z^4}{8c^2}-\frac{Z^6}{16c^4}-\dots
\label{series}
\end{equation}
The first term is $E_0$ and the second is the sum (\ref{sum}). The formal treatment of the region near the nucleus has thus done no harm to the 1s energy at order $c^{-2}$. The first-order shifts end at this order and do not supply the later terms of (\ref{series}).

\subsection*{(d) Ti$^{21+}$, and the dependence on $Z$}

The digits below serve to compare two treatments of one model. The model omits nuclear size, recoil and radiative effects, so they are not a prediction of that accuracy for the real ion. For Ti$^{21+}$, nuclear size and the reduced mass raise the 1s level by about $0.001$ and $0.003$ hartree. The leading radiative terms raise it by roughly $0.05$ to $0.1$ hartree, more than the part of the Dirac shift that the $c^{-2}$ result leaves out. At $Z=80$ nuclear size alone raises the level by about $2$ hartree.

For $Z=22$, $\langle1/r\rangle=22$ and $\langle1/r^2\rangle=968$, so
\begin{equation}
\langle p^4\rangle=4(22)^2(968)-4(22)^3(22)+(22)^4=1\,171\,280 .
\end{equation}
The density at the nucleus is $22^3/\pi=3389.36$ bohr$^{-3}$. In hartree,
\begin{align}
\Delta E_{\rm mv}&=-\frac{1\,171\,280}{8(137.035999)^2}=-7.7965,\\
\Delta E_{\rm D}&=\frac{4\pi(22)(3389.36)}{8(137.035999)^2}=+6.2372,\\
\Delta E_{\rm mv}+\Delta E_{\rm D}&=-1.5593 .
\end{align}
The sum is $-42.43$ eV.

For the exact energy, $c^2(1-\gamma)=c^2(1-\gamma^2)/(1+\gamma)=Z^2/(1+\gamma)$ avoids the subtraction. With $x=0.025774$ and $\gamma=0.98702905$,
\begin{equation}
E=-\frac{484}{1.98702905}=-243.5797\ \text{hartree}.
\end{equation}
Relative to $E_0=-242$ hartree the Dirac shift is $-1.5797$ hartree, or $-42.99$ eV. The $c^{-2}$ result leaves out $-0.0204$ hartree. The next term of the series, $-Z^6/(16c^4)=-0.0201$ hartree, accounts for most of this.

The fraction of the Dirac shift recovered at order $c^{-2}$ follows from (\ref{series}):
\begin{equation}
\frac{-x^2/8}{-x^2/8-x^3/16-\dots}=1-\frac x2+O(x^2).
\end{equation}
For $Z=22$ this predicts a deficit of about $1.3\%$. The full formulas give:
\begin{center}
\begin{tabular}{rrrr}
$Z$ & sum of shifts & Dirac shift & recovered\\
 & (hartree) & (hartree) & \\
\hline
1 & $-6.6564\times10^{-6}$ & $-6.6566\times10^{-6}$ & $99.997\%$\\
22 & $-1.5593$ & $-1.5797$ & $98.71\%$\\
80 & $-272.65$ & $-332.19$ & $82.08\%$
\end{tabular}
\end{center}
At $Z=80$ almost a fifth of the relativistic shift is missing, and the $c^{-2}$ treatment is no longer a good approximation to it.

\section*{Variation 1: the Darwin shift without a delta function}

\textit{Evaluate the last term of (\ref{comm}) in the 1s state directly, without differentiating $V$.}

Moving one factor of $\Pi$, or one $p^2$, to the left-hand function gives
\begin{equation}
-\langle[\Pi,[\Pi,V]]\rangle
=2\langle\Pi\psi_0|V|\Pi\psi_0\rangle-2\,{\rm Re}\,\langle p^2\psi_0|V\psi_0\rangle ,
\end{equation}
with the spinor $\eta$ understood. Moving $p^2$ is correct only if $p^2(V\psi_0)$ includes its delta function at the origin. For $r>0$ this function equals $Z^3\psi_0/r$, which contributes $Z^4$ to $\langle\psi_0|p^2V\psi_0\rangle$; the delta function contributes $-4Z^4$. The form $\langle p^2\psi_0|V\psi_0\rangle$ gives the sum of both, $-3Z^4$, through an ordinary integral. Since $\psi_0'=-Z\psi_0$, $\Pi\psi_0\eta=iZ(\boldsymbol\sigma\cdot\hat{\mathbf r})\psi_0\eta$. Its density is $Z^2\psi_0^2$, because $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$. With (\ref{p2}),
\begin{align}
\langle\Pi\psi_0|V|\Pi\psi_0\rangle&=-Z^3\Big\langle\frac1r\Big\rangle=-Z^4,\\
\langle p^2\psi_0|V\psi_0\rangle&=-2Z^2\Big\langle\frac1{r^2}\Big\rangle+Z^3\Big\langle\frac1r\Big\rangle=-3Z^4 .
\end{align}
The total is $-2Z^4+6Z^4=4Z^4$, and division by $8c^2$ gives $Z^4/(2c^2)$. This is the Darwin and spin-orbit contribution together, in agreement with (b). Every integral here is an ordinary convergent one.

\section*{Variation 2: momentum space and the next power}

\textit{Recompute $\langle p^4\rangle$ from the momentum distribution. Can the next kinetic term, $+p^6/(16c^4)$, be averaged in the same way?}

After the angular integration,
\begin{equation}
\int e^{-i\mathbf p\cdot\mathbf r}\,\frac{e^{-Zr}}{r}\,d^3r
=\frac{4\pi}{p}\int_0^\infty e^{-Zr}\sin(pr)\,dr=\frac{4\pi}{p^2+Z^2}.
\end{equation}
Applying $-\partial/\partial Z$ turns $e^{-Zr}/r$ into $e^{-Zr}$ and the right side into $8\pi Z/(p^2+Z^2)^2$. Multiplying by $(2\pi)^{-3/2}(Z^3/\pi)^{1/2}$, squaring, and including $4\pi p^2$ gives the radial momentum density
\begin{equation}
w(p)=\frac{32Z^5}{\pi}\,\frac{p^2}{(p^2+Z^2)^4}.
\end{equation}
With $p=Zt$,
\begin{equation}
\langle p^4\rangle=\frac{32Z^4}{\pi}\int_0^\infty\frac{t^6\,dt}{(1+t^2)^4}.
\end{equation}
Let $I_k=\int_0^\infty t^{2k}(1+t^2)^{-k-1}dt$. Integration by parts gives $I_k=\frac{2k-1}{2k}I_{k-1}$, and $I_0=\pi/2$. So $I_3=\frac56\cdot\frac34\cdot\frac12\cdot\frac\pi2=\frac{5\pi}{32}$, and $\langle p^4\rangle=5Z^4$ again.

For the next power, $p^6w(p)\to32Z^5/\pi$ at large $p$. The integrand tends to a constant, so the average diverges linearly with the upper limit. Numerical quadrature for $Z=1$ up to $p=100$, $200$ and $400$ gives $984$, $2002$ and $4039$; the last step has slope $(4039-2002)/200\approx10.2$, as $32/\pi$ requires. The average of $p^6/(16c^4)$ in $\psi_0$ is therefore infinite, although the $c^{-4}$ term in (\ref{series}) is finite. Adding this average to the first-order shifts cannot extend the calculation to the next order.
